# Choosing the Layer Number in a Hard-Wall Valley-Splitting Calculation

Tight-binding programs let the user set the number of layers in a slab with open ends. For a band with two minima, this setting controls the splitting of the two valleys in an unexpected way: one added layer can change it severalfold.

Take $N$ layers with one orbital each, equal site energies, first-neighbour hopping $t_1$ and second-neighbour hopping $t_2>0$, with $|t_1|<4t_2$. The band minima lie at phases $\pm p$ per layer, where $\cos p=-t_1/(4t_2)$ and $0<p<\pi$. With $M=N+2$, the lowest pair of levels obeys

$$E_{\rm even}-E_{\rm odd}=\frac{16\pi^2t_2\sin p\,\sin(Mp)}{M^3}+O(M^{-4}). \tag{1}$$

Even and odd refer to reflection about the film centre. The valley splitting $\Delta$ is the absolute value of (1). The inverse cube is thus the envelope of an oscillation, reached at large $M$ and fixed $p$. It is not a law that each thickness obeys separately.

## What the open end imposes

Number the layers $j=1,\ldots,N$. The hoppings enter the matrix with a plus sign, so the amplitudes $\psi_j$ satisfy

$$t_1(\psi_{j+1}+\psi_{j-1})+t_2(\psi_{j+2}+\psi_{j-2})=E\psi_j .$$

Cutting the chain removes all hops to missing layers. This is the same as keeping the equation above for every $j$ in the film and requiring

$$\psi_{-1}=\psi_0=\psi_{N+1}=\psi_{N+2}=0. \tag{2}$$

That is the meaning of "hard wall" here. Second-neighbour hopping needs two zeros at each end. Their midpoints are $j=-\tfrac12$ and $j=N+\tfrac32$, a distance $N+2=M$ apart, which is why $M$ is the natural thickness.

A wave $e^{ikj}$ in the infinite chain has energy $2t_1\cos k+2t_2\cos2k$. Using $\cos2k=2\cos^2k-1$ and completing the square,

$$E(k)-E_{\min}=4t_2(\cos k-\cos p)^2. \tag{3}$$

Near $k=p$, $\cos k-\cos p\approx-\sin p\,(k-p)$. Comparison with $\hbar^2(k-p)^2/(2md^2)$, where $d$ is the layer spacing and $m$ the mass along the normal, gives

$$4t_2\sin^2p=\frac{\hbar^2}{2md^2}. \tag{4}$$

The valley position and the mass therefore fix both hoppings.

## The exact condition for a level

At an energy slightly above $E_{\min}$, equation (3) has two solutions for $\cos k$, equally far above and below $\cos p$. Call the positive phases $k_1=Q+q$ and $k_2=Q-q$, with $q>0$. Adding and subtracting their cosines gives

$$\cos Q\cos q=\cos p,\qquad \cos k_1-\cos p=-\sin Q\sin q,$$

and hence

$$E-E_{\min}=4t_2\sin^2Q\,\sin^2q. \tag{5}$$

Measure position from the centre, $x=j-(N+1)/2$. An even state is $A\cos k_1x+B\cos k_2x$. By (2) it must vanish at $a=(M-1)/2$ and $b=(M+1)/2$; symmetry takes care of the other wall. Nonzero $A,B$ require

$$\cos k_1a\cos k_2b-\cos k_1b\cos k_2a=0.$$

Since $a+b=M$ and $b-a=1$, the sums and differences of the arguments are

$$k_1a\pm k_2b=\begin{cases}MQ-q\\ Mq-Q\end{cases},\qquad k_1b\pm k_2a=\begin{cases}MQ+q\\ Mq+Q\end{cases}.$$

Turning products into sums, the condition becomes

$$\tfrac12[\cos(MQ-q)-\cos(MQ+q)+\cos(Mq-Q)-\cos(Mq+Q)]=0,$$

which is $\sin MQ\sin q+\sin Mq\sin Q=0$. For odd states the cosines in the determinant become sines. Then the terms containing $MQ$ change sign and the others do not. With $\sigma=+1$ for even and $\sigma=-1$ for odd states,

$$F_\sigma(q)=\sin(Mq)\sin Q+\sigma\sin(MQ)\sin q=0. \tag{6}$$

The first term alone would give $q=n\pi/M$, the levels of a particle in a box. The second distinguishes the parities. It carries the fast phase $MQ$, which is the mean phase $Q$ per layer added up over the thickness $M$.

## Finding the lowest pair

Suppose that $\cos^2q>|\cos p|$ for all $q\le3\pi/(2M)$. Then

$$\sin^2Q-\sin^2q=\cos^2q-\frac{\cos^2p}{\cos^2q}>0 .$$

At $q=\pi/(2M)$, $\sin Mq=1$, so $F_\sigma>0$. At $q=3\pi/(2M)$, $\sin Mq=-1$, so $F_\sigma<0$. Each parity therefore has a root in between.

No smaller root exists if $\sin Q>\pi/(2M)$: for $0<q\le\pi/(2M)$ one has $\sin Mq\ge2Mq/\pi$, so the first term of (6) exceeds $q$, while the second is at most $q$ in size. At large $M$ the root in the interval is unique, because at any root $|\sin Mq|\le\sin q/\sin Q$ is small and the slope of $F_\sigma$ is $M\cos(Mq)\sin Q+O(1)$, which is negative there.

Energy also rises with $q$. With $s=\sin^2q$, (5) reads $4t_2s[1-\cos^2p/(1-s)]$, whose derivative is

$$4t_2\left[1-\frac{\cos^2p}{(1-s)^2}\right]>0 .$$

Finally, no level lies at or below $E_{\min}$. A state of the film, extended by zeros, is a state of the infinite chain, so its mean energy is at least $E_{\min}$. Equality would require it to solve the infinite-chain equation everywhere, which is impossible for a state that starts from zeros. The two roots are thus the lowest pair.

## From the condition to the inverse cube

Write $q=n\pi/M+\delta$, where $n=1$ is the lowest pair. Since $\sin Mq=(-1)^n\sin M\delta\approx(-1)^nM\delta$, equation (6) gives

$$\delta=\sigma(-1)^{n+1}\frac{n\pi\sin(MQ)}{M^2\sin Q}. \tag{7}$$

To leading order $Q=p$ and $E-E_{\min}=4t_2\sin^2p\,q^2$. The two parities have opposite $\delta$, so

$$q_{\rm even}^2-q_{\rm odd}^2\approx\frac{2n\pi}{M}(\delta_{\rm even}-\delta_{\rm odd})
=(-1)^{n+1}\frac{4n^2\pi^2\sin(Mp)}{M^3\sin p}.$$

Multiplication by $4t_2\sin^2p$ gives (1) for $n=1$. The second pair has the opposite sign and four times the envelope.

The powers can now be read off. The confinement energy scales as $M^{-2}$. The wall condition shifts $q$ by a fraction of order $1/M$, which supplies the third power. With $L=Md$ and $E_1=\hbar^2\pi^2/(2mL^2)$, equation (4) turns the result into

$$\Delta\approx\frac{4E_1|\sin(Mp)|}{M\sin p}. \tag{8}$$

The first correction is a phase. Expanding $\cos Q=\cos p/\cos q\approx\cos p\,(1+q^2/2)$ about $Q=p$ gives $Q-p\approx-\tfrac12q^2\cot p$. In (1), therefore,

$$Mp\;\longrightarrow\;Mp-\frac{n^2\pi^2\cot p}{2M}. \tag{9}$$

The amplitude has no correction of relative order $1/M$. To see this, write (7) before replacing $q$ by $n\pi/M$: $\delta=\eta q$, with $\eta$ of order $1/M$ and opposite in sign for the two parities. Then $q=(n\pi/M)/(1-\eta)$, and

$$\frac1{(1-\eta)^2}-\frac1{(1+\eta)^2}=\frac{4\eta}{(1-\eta^2)^2},$$

which differs from $4\eta$ by a relative amount of order $\eta^2$. The remaining expansions in $q^2$ are of the same order. With (9), the error is $O(M^{-2})$ relative to the envelope.

The approximation needs $M\sin p\gg1$ and $n^2\pi^2|\cot p|/(2M)\ll1$. It fails when the two valleys approach each other at $p=0$ or $p=\pi$.

## Two limiting cases

For $t_1=0$ the odd-numbered and even-numbered layers form separate chains, and $p=\pi/2$. If $N$ is even, the chains are identical and the splitting is zero, as (1) says. If $N$ is odd, they have $(N\pm1)/2$ sites. A chain of $r$ sites with hopping $t_2$ has lowest energy $-2t_2\cos[\pi/(r+1)]$, and here $r+1=(M\pm1)/2$. Expanding the cosines,

$$\Delta\approx4\pi^2t_2\left[\frac1{(M-1)^2}-\frac1{(M+1)^2}\right]
=\frac{16\pi^2t_2M}{(M^2-1)^2}\approx\frac{16\pi^2t_2}{M^3}.$$

This confirms the prefactor without using (6).

For $|t_1|>4t_2$ the band has a single minimum. At large $M$ the two lowest levels are then successive box states, with a gap near $3E_1$ (using the mass at that minimum) that falls as the inverse square. Just above $4t_2$ the band bottom is nearly quartic and this limit is reached slowly: $t_1=-4.05t_2$ gives an exponent of $-2.24$ between $M=100$ and $200$. Diagonalization with $t_1=-6t_2$ at $M=100$ and $200$ gives an exponent of $-2.03$. In this chain the inverse cube therefore comes from the valley pair, not from confinement as such.

## How to compute the splitting

At a node the two levels can coincide to within rounding error, and a general eigensolver may then return mixtures of them. Reflection symmetry removes the difficulty. For even $N$, let $A$ be the block of the matrix for the left half, and $R$ the block joining left to right with its columns in reversed order. A state with right half equal to $\pm$ the mirrored left half sees the matrix $A\pm R$. For odd $N$ the centre layer joins the even block, with its couplings multiplied by $\sqrt2$ for normalization. The lowest eigenvalue of each block gives the signed splitting.

Signed values from two successive thicknesses give an estimate of the envelope, which improves as the film gets thicker. Set $y_M=M^3(E_{\rm even}-E_{\rm odd})\approx C\sin Mp$. Expanding $\sin[(M+1)p]$ gives

$$C^2=y_M^2+\left(\frac{y_{M+1}-y_M\cos p}{\sin p}\right)^2. \tag{10}$$

## A silicon film of 40 layers

Consider a relaxed (001) silicon film with rough typical inputs: lattice constant $a=0.543$ nm, valleys at $0.85$ of $2\pi/a$, and masses $0.92$ along the normal and $0.19$ across it, in electron masses. The spacing is $d=a/4=0.13575$ nm, so

$$p=0.85\,\frac{2\pi}{a}\,\frac a4=0.425\pi=1.3352 .$$

Equation (4) gives $t_2=0.5942$ eV, and $t_1=-4t_2\cos p=-0.5549$ eV.

For $N=40$, $M=42$ and $L=5.70$ nm. The envelope is

$$\frac{16\pi^2(0.5942\ {\rm eV})(0.9724)}{42^3}=1.232\ {\rm meV}.$$

With $\sin(42p)=-0.454$, equation (1) gives $\Delta=0.559$ meV. The phase correction (9) is $0.028$ rad and raises this to $0.590$ meV. Diagonalization gives $0.587$ meV, with the odd level higher, as the negative sine requires. The improved formula is off by about $0.2\%$ of the envelope.

The table lists absolute splittings in meV. The last two columns come from diagonalization with one change each, discussed below.

| $N$ | hard wall | eq. (1) | with (9) | 3 eV wall | 0.1 MV/cm |
|---|---|---|---|---|---|
| 36 | 0.704 | 0.755 | 0.708 | 0.829 | 1.537 |
| 37 | 1.501 | 1.496 | 1.506 | 1.383 | 1.929 |
| 38 | 0.042 | 0.000 | 0.042 | 0.117 | 1.398 |
| 39 | 1.274 | 1.287 | 1.278 | 1.244 | 1.770 |
| 40 | 0.587 | 0.559 | 0.590 | 0.438 | 1.479 |
| 41 | 0.848 | 0.873 | 0.852 | 0.890 | 1.559 |
| 42 | 0.880 | 0.867 | 0.883 | 0.769 | 1.559 |

At $N=38$, $Mp=17\pi$ and the leading term vanishes. The remaining $0.042$ meV comes from the phase correction. A percentage error relative to the splitting itself would mean little here, so errors are best given relative to the envelope.

The period of $|\sin Mp|$ is $\pi/p=2.353$ layers. Two added layers advance the phase by $0.85\pi$, which for the absolute value equals a step back of $0.15\pi$. Films with even $N$ therefore follow one slow curve and films with odd $N$ another, each repeating after $2/0.15=13.3$ layers, or $1.8$ nm.

Equation (10) recovers the envelope from $N=39$ and $40$, whose signed splittings are both negative. Here $y_{41}=-87.77$ eV and $y_{42}=-43.50$ eV, so $C=90.9$ eV. The analytic value $16\pi^2t_2\sin p$ is $91.2$ eV.

For thicker films, the root-mean-square splitting was computed over $M_0\le M<1.4M_0$ with $M_0=100$, $200$ and $400$. Its fitted exponent is $-3.02$. In the same three ranges, the largest error of the improved formula, relative to the envelope and multiplied by $M^2$, is $5.43$, $5.39$ and $5.38$. It stays nearly constant, as an $M^{-2}$ error should.

## What the hard, flat film leaves out

A real oxide barrier is finite. The fifth column uses a rough height of 3 eV, with 20 barrier layers on each side and the silicon hoppings kept inside them. At $N=40$ the splitting drops from $0.587$ to $0.438$ meV, although only about $10^{-4}$ of the lowest state's weight lies outside the film. A small leakage does not guarantee a small change in splitting. The value depends on the assumed height: $2.5$ eV gives $0.419$ meV and $3.2$ eV gives $0.444$ meV.

At this thickness a gate field of $0.1$ MV/cm matters more, though in much thinner films the finite barrier can have the larger effect. At $0.1$ MV/cm the potential drop across the 40-layer film is $57$ meV, while the first two pairs lie only $37$ meV apart. The field cannot be treated as weak, and the splitting rises to $1.48$ meV. Most of the rise comes from the field coupling the even and odd levels of the lowest pair directly: keeping only these two levels already gives $1.34$ meV. A necessary condition for the flat-film result is $eFL\ll3E_1$. With $E_1=12.6$ meV this means $F\ll0.07$ MV/cm here, and the limit falls as $L^{-3}$. The condition is not sufficient near a node: at $N=38$ a field of $0.01$ MV/cm, for which $eFL$ is only $0.13$ of $3E_1$, raises the splitting from $0.042$ to $0.146$ meV.

In a thick film the field holds the electron against one wall. At $N=160$ the splitting is $0.0099$ meV without the field and $1.397$ meV with it. At $N=200$ the value with the field is again $1.397$ meV. The far wall has ceased to matter, and with it the inverse cube.

The valley position is also critical. Keeping $N=40$ and the mass fixed, a move from $0.85$ to $0.84$ gives $1.13$ meV, and a move to $0.86$ gives $0.20$ meV. The reason is the phase change $M\times0.01\times\pi/2=0.66$ rad.

Set beside a real device, a 5.7 nm body is thin but within the range of ultrathin silicon films, and splittings of roughly tenths of a meV to about 1 meV are familiar in silicon devices. That agreement in size does not validate the model. Real interfaces have atomic steps, and the table shows that one layer can move the hard-wall result from $0.04$ to $1.3$ meV. The splitting equals $k_BT$ at $6.8$ K, whereas $k_BT$ is $26$ meV at 300 K, so it matters for cryogenic devices. The four in-plane valleys lie about $48$ meV higher in a simple box estimate. Without interactions, and at zero temperature, electrons start to fill the upper valley at a density of $m_t\Delta/(\pi\hbar^2)=4.7\times10^{10}$ cm$^{-2}$, where $m_t$ is the transverse mass; channels in strong inversion hold far more. Spin-orbit coupling, disorder and the several orbitals of each silicon atom are not included.

## Choosing the setting

- **Scan successive layer numbers.** Steps of two show one slow branch and can hide the other. In this example, steps of 40 layers advance the phase by $17\pi$ and return the same $|\sin Mp|$ every time, so a splitting far below the envelope would stay far below it at every step.
- **Use $N+2$ in a thickness fit** for this chain. Using $N$ at 40 layers changes the predicted envelope by a factor $(42/40)^3=1.16$. A model with longer hops or altered surface layers needs its own wall condition.
- **Converge eigenvalues well below the envelope.** At $N=160$ the envelope is $91.2\ {\rm eV}/162^3=0.021$ meV, so an eigenvalue tolerance of $0.01$ meV is too coarse.
- **Set the field before the thickness.** If $eFL$ is comparable with $3E_1$ or larger, extrapolating flat-film results with an inverse cube is unjustified. Near a node, much weaker fields already set the splitting.
- **Report a range for a flat hard-wall film.** Unless thickness and valley position are known well enough to fix $Mp$ to a small fraction of a radian, the range from zero to the envelope is a more defensible result than the splitting at one $N$. A field can push the splitting above this range, as it does in the 40-layer example.
